Surface Green function and layer densities of a simple cubic (001) crystal

## First half: cleaving the bulk crystal

Anyone who computes the electronic spectrum near a crystal surface must decide how many atomic layers to treat individually before using the bulk density of states for all the rest. Too few layers put a false spectrum below the surface, and too many waste effort. The decision rests on how the local density of states changes from layer to layer. For one model this change can be found in closed form: the simple cubic crystal with one s orbital per atom, ended by a (001) surface. In that model, when the surface atoms keep the bulk site energy, at the centre of the band and without any broadening of the spectrum, the tenth layer still differs from the bulk by about 2 % of the bulk density, and the difference falls off only as the inverse of the layer number.

The central quantity is the Green function of the half crystal. It is derived here twice. The first derivation starts from the infinite crystal and cuts it in two with Dyson's equation. The second, in the other half of the text, never uses the infinite crystal.

### The model and its reduction to chains

The orbitals are orthonormal, one per site, and the lattice constant is a. The bulk site energy is the zero of energy. Nearest neighbours are coupled by the hopping V = −t with t > 0, so t is the natural unit of energy. Densities of states are counted per site and per spin and have the unit 1/t. Electrons move independently in a given potential; interactions enter at most through the site energies.

Layers parallel to the surface are numbered by m. The crystal is periodic within each layer, and the surface preserves this periodicity. Let |R,m⟩ be the orbital at in-plane position R in layer m, and let N be the number of sites in a layer. The in-plane Bloch sums are

|k,m⟩ = N^(−1/2) Σ_R exp(ik·R) |R,m⟩.

An atom has four neighbours in its own layer, at ±a along x and y, and one in each adjacent layer, directly above and below. Acting with the bulk Hamiltonian H₀ therefore gives

H₀|k,m⟩ = ε_k |k,m⟩ + V(|k,m+1⟩ + |k,m−1⟩),

ε_k = 2V(cos k_x a + cos k_y a).

States of different k are not mixed. For each k the crystal is a chain with site energy ε_k and hopping V. The Green function at a site in layer m is the average over k of the chain's diagonal element.

### The bulk chain

For a complex energy z with Im z > 0, define λ by

z − ε_k = V(λ + 1/λ),  |λ| < 1.  (1)

The quadratic equation for λ has two roots whose product is 1. If both had modulus 1, then 1/λ would be the complex conjugate of λ and the right-hand side would be real, which contradicts Im z > 0. Exactly one root thus lies inside the unit circle, and the definition is unambiguous.

The bulk Green function g = (z − H₀)⁻¹ depends only on the layer separation n. Its equation of motion is

(z − ε_k) g(n) − V[g(n+1) + g(n−1)] = δ(n,0),

where δ(n,0) is 1 for n = 0 and 0 otherwise. Away from n = 0 the solutions are λⁿ and λ⁻ⁿ. Since z is not real, the response to a source on one site must decay in both directions, so g(n) = A λ^|n|. The equation at n = 0 fixes A:

A[V(λ + 1/λ) − 2Vλ] = AV(1/λ − λ) = 1,

A = 1/[V(1/λ − λ)].  (2)

### The perturbation that cuts the crystal

To separate layer 0 from layer 1, the hopping between them must be cancelled. The atoms facing the cut may also have a site energy different from the bulk value. Both layers receive the same shift U, as suits two equivalent new surfaces. The full Hamiltonian is H = H₀ + W, with

W(0,1) = W(1,0) = −V,  W(0,0) = W(1,1) = U,  (3)

and all other elements zero. The minus sign makes the total coupling V − V = 0. The shift U is a prescribed number. Displacements of the atoms, reconstruction, and shifts in deeper layers are left out.

The new Green function obeys (z − H₀ − W)G = 1. Multiplication from the left by g gives G − gWG = g, which is Dyson's equation:

G = g + gWG.

Because W acts on two layers only, the sum over intermediate layers has four terms:

G(m,n) = g(m−n) + g(m)[U G(0,n) − V G(1,n)] + g(m−1)[U G(1,n) − V G(0,n)].  (4)

Take the source layer n on the right-hand side of the cut, n ≥ 1. Equation (4) at m = 0 and at m = 1 reads, with g(−1) = g(1),

G(0,n) = g(n) + g(0)[U G(0,n) − V G(1,n)] + g(1)[U G(1,n) − V G(0,n)],

G(1,n) = g(n−1) + g(1)[U G(0,n) − V G(1,n)] + g(0)[U G(1,n) − V G(0,n)].

Subtract λ times the second line from the first. Since g(n) = λg(n−1) for n ≥ 1, the source terms cancel. Since g(1) = λg(0), the last brackets cancel as well. The remaining factor is

g(0) − λg(1) = A(1 − λ²) = λ/V,

where equation (2) was used in the form A = λ/[V(1 − λ²)]. With u = U/V this leaves

G(0,n) − λG(1,n) = uλG(0,n) − λG(1,n),

(1 − uλ) G(0,n) = 0.

The factor 1 − uλ cannot vanish when Im z > 0, because λ = 1/u would be real and equation (1) would then make z real. Hence G(0,n) = 0: a source on the right produces no response on the left. The separation of the two halves follows from Dyson's equation and did not have to be put in.

### The half-crystal Green function

With G(0,n) = 0, the equation at m = 1 becomes

G(1,n)[1 + Vg(1) − Ug(0)] = g(n−1).

The bracket is evaluated by writing 1 as AV(1/λ − λ):

1 + Vg(1) − Ug(0) = AV[(1/λ − λ) + λ − u] = AV(1 − uλ)/λ.

Division of g(n−1) = Aλ^(n−1) by this gives

G(1,n) = λⁿ/[V(1 − uλ)].  (5)

For a general layer m ≥ 1, equation (4) contains only G(1,n):

G(m,n) = g(m−n) + [U g(m−1) − V g(m)] G(1,n).

The bracket equals AVλ^(m−1)(u − λ). Inserting equation (5) yields

G(m,n) = A[λ^|m−n| + λ^(m+n−1) (u − λ)/(1 − uλ)].  (6)

The first term is the direct response of the bulk. The second is a wave that has travelled to the surface and back, with a reflection factor that depends on U. For U = 0 and m = n = 1, equation (5) reduces to λ/V. At large |z|, equation (1) gives λ ≈ V/z, so that G(1,1) ≈ 1/z, as required for one normalized orbital.

### Surface states

Equation (6) has a pole where uλ = 1. Since |λ| < 1, this needs |u| > 1, that is |U| > |V|. Putting λ = 1/u into equation (1) gives the energy

E_s = ε_k + V(u + 1/u) = ε_k + U + V²/U.  (7)

Because |u + 1/u| > 2 for |u| > 1, this level lies outside the continuum of the same k, which extends from ε_k − 2t to ε_k + 2t. It may still overlap in energy with continua of other k, to which the ideal surface does not couple it.

The weight on layer m is the residue of G(m,m). From equation (1), dz/dλ = V(1 − 1/λ²), which equals V(1 − u²) at the pole. Close to the pole, therefore,

1 − uλ ≈ −u(z − E_s)/[V(1 − u²)].

At λ = 1/u the factor u − λ equals 1/λ − λ, so A(u − λ) = 1/V. The singular part of G(m,m) is then

u^(−(2m−1))/V × V(u² − 1)/[u(z − E_s)] = (1 − u⁻²) u^(−2(m−1))/(z − E_s).

The layer weights are

P_m = (1 − u⁻²) u^(−2(m−1)).  (8)

They form a geometric series whose sum over all layers is 1, so the state is normalized.

### Layer density at fixed k

The density of states is −(1/π) Im G(m,m) as z approaches the real energy E from above. Inside the continuum write

E − ε_k = 2V cos θ,  0 < θ < π.

Here λ reaches the unit circle, and the sign of its phase matters. With λ = r exp(iα) and r < 1, equation (1) gives Im z = V sin α (r − 1/r). This is positive only if V sin α < 0. Since V = −t, sin α is positive, and λ → exp(iθ). Equation (2) becomes

A = 1/(−2iV sin θ) = −i/(2t sin θ).

The bulk density at fixed k is thus 1/(2πt sin θ). For the half crystal, define

w = λ^m(1 − uλ*),

where the star denotes complex conjugation. Because λλ* = 1, w/w* = λ^(2m−1)(λ − u)/(1 − uλ), so equation (6) reads G(m,m) = A(1 − w/w*). As A is purely imaginary, only the real part of the bracket contributes to the density:

Re(1 − w/w*) = 1 − [(Re w)² − (Im w)²]/|w|² = 2(Im w)²/|w|².

Since w = λ^m − uλ^(m−1) with λ = exp(iθ),

Im w = sin mθ − u sin((m−1)θ),  |w|² = 1 − 2u cos θ + u².

Multiplying 2(Im w)²/|w|² by the bulk density 1/(2πt sin θ) gives the density at fixed k:

s_m = [sin mθ − u sin((m−1)θ)]² / [πt sin θ (1 − 2u cos θ + u²)].  (9)

For U = 0 this is sin²(mθ)/(πt sin θ), a standing wave with a node at the missing layer 0.

### Summing over k

The average over k needs the distribution of ε_k, which is the density of states N₂(ε) of a square lattice. As ε_k is a sum of two independent chain energies, N₂ is the convolution of two chain densities. The chain density is 1/(2πt sin θ) at energy x = 2V cos θ, which equals 1/[π√(4t² − x²)].

Take 0 < ε < 4t and write the two energies as ε/2 + y and ε/2 − y. With b = 2t − ε/2 and c = 2t + ε/2, the factors under the roots are (b − y)(c + y) and (b + y)(c − y), so

N₂(ε) = (1/π²) ∫ dy / √[(b² − y²)(c² − y²)],  −b < y < b.  (10)

The substitution y = bs, with κ = b/c, turns this into 2K(κ)/(π²c), where

K(κ) = ∫₀¹ ds / √[(1 − s²)(1 − κ²s²)]

is the complete elliptic integral with modulus κ. Since N₂ is even in ε,

N₂(ε) = 4K(κ)/[π²(4t + |ε|)],  κ = (4t − |ε|)/(4t + |ε|),  (11)

for |ε| < 4t, and zero outside.

The layer density is ρ_m(E) = ∫dε N₂(ε) s_m. At fixed E, ε = E − 2V cos θ and |dε| = 2t sin θ dθ. The factor sin θ cancels, and

ρ_m(E) = (2/π) ∫₀^π dθ N₂(E − 2V cos θ) [sin mθ − u sin((m−1)θ)]²/(1 − 2u cos θ + u²) + P_m N₂(E − U − V²/U).  (12)

The last term is present only for |U| > |V|. The same steps with the bulk chain density give

ρ_bulk(E) = (1/π) ∫₀^π dθ N₂(E − 2V cos θ).  (13)

## Second half: building the half crystal from its surface

The symbols carried over are these. Layers are numbered m = 1, 2, … from the surface inward. The hopping is V = −t, the site energy of layer 1 is shifted by U, and u = U/V. At in-plane wave vector k each layer has energy ε_k, and z − ε_k = V(λ + 1/λ) with |λ| < 1. The first half found, with A = 1/[V(1/λ − λ)],

G(m,n) = A[λ^|m−n| + λ^(m+n−1)(u − λ)/(1 − uλ)],

and from it the layer densities ρ_m(E), as an integral over an angle θ of the square-lattice density N₂(E − 2V cos θ). For U = 0 the weight in that integral is (2/π) sin²(mθ), against 1/π in the bulk. The same Green function is now obtained without the infinite crystal.

### A half crystal with one layer removed

Let S be the surface element of the Green function for a half crystal with U = 0. Separate its first layer from the rest. With the source on layer 1, the first equation of motion is

(z − ε_k)G(1,1) − V G(2,1) = 1.

The layers from 2 onward are driven only through layer 1, with source strength V G(1,1) on layer 2. They form a half crystal identical to the original, whose surface response is S. Hence G(2,1) = S V G(1,1), and since G(1,1) = S,

S = 1/(z − ε_k − V²S).  (14)

The term V²S is the embedding potential: it represents all deeper layers by an energy-dependent term on the layer above them. Equation (14) is the quadratic

V²S² − V(λ + 1/λ)S + 1 = 0,

with the roots S = λ/V and S = 1/(Vλ). The physical root is found from a sign. The spectral representation of a diagonal Green function is a sum of positive weights divided by z − E_j, so Im S < 0 when Im z > 0. With λ = r exp(iα) and r < 1, Im z = V sin α (r − 1/r), and V sin α is therefore negative. The first root has V² Im S = V r sin α < 0, as required. The second has V² Im S = −V sin α/r > 0 and is excluded. Thus

S = λ/V.  (15)

### Adding the shift and reaching every layer

If the first layer has the extra energy U, the layers behind it are still an ideal half crystal. The same elimination gives

G(1,1) = 1/(z − ε_k − U − V²S) = 1/(V/λ − U) = λ/[V(1 − uλ)],

in agreement with equation (5) at n = 1.

For a deeper layer n there are layers on both sides. Those beyond n contribute V²S = Vλ. Those in front form a finite segment 1, …, n−1. Let L(j) be the Green function element at the inner end of the segment 1, …, j. Elimination of one layer after another gives

L(1) = 1/(z − ε_k − U),  L(j) = 1/[z − ε_k − V²L(j−1)].

This recursion becomes linear if L(j) = φ(j)/[Vφ(j+1)], where

φ(j+1) = (λ + 1/λ)φ(j) − φ(j−1),  φ(0) = u,  φ(1) = 1.  (16)

Indeed, z − ε_k − V²L(j−1) equals V[(λ + 1/λ)φ(j) − φ(j−1)]/φ(j), which is Vφ(j+1)/φ(j). The starting values give φ(2) = λ + 1/λ − u, and hence the correct L(1). No φ(j) with j ≥ 1 vanishes for Im z > 0, since each L(j) is then finite and nonzero.

The diagonal element at layer n is now

G(n,n) = 1/[V(λ + 1/λ) − Vλ − Vφ(n−1)/φ(n)] = φ(n)/[V D(n)],

D(n) = φ(n)/λ − φ(n−1).

For n = 1 the formula gives the surface element already found. Equation (16) shows how D changes with n:

D(n+1) = (λ + 1/λ)φ(n)/λ − φ(n−1)/λ − φ(n) = φ(n)/λ² − φ(n−1)/λ = D(n)/λ.

As D(1) = 1/λ − u, it follows that D(n) = λ⁻ⁿ(1 − uλ). The solution of equation (16) with its two starting values is

φ(n) = {λ⁻ⁿ − λⁿ − u[λ^(−(n−1)) − λ^(n−1)]}/(1/λ − λ),

as setting n = 0 and n = 1 confirms. Therefore

G(n,n) = A[1 − λ^(2n) − uλ + uλ^(2n−1)]/(1 − uλ) = A[1 + λ^(2n−1)(u − λ)/(1 − uλ)].

For m ≥ n, the layers beyond m are driven only through m. Each further layer then multiplies the response by SV = λ, and G(m,n) = λ^(m−n)G(n,n). The Hamiltonian at fixed k is a real symmetric matrix, so G(m,n) = G(n,m) covers the other case. This is equation (6).

### What the surface changes at the band edge

Near the bottom of the band, at E = −6t + δ with small δ, equation (12) can be evaluated directly for U = 0. The argument of N₂ is E + 2t cos θ, which lies inside the square-lattice band only for θ² < δ/t to leading order. At that band's edge K(0) = π/2, so N₂ = 1/(4πt). If also mθ is small, sin²(mθ) ≈ m²θ², and

ρ_m ≈ (2/π)(1/4πt) m² ∫θ²dθ = m²(δ/t)^(3/2)/(6π²t).

The bulk weight has no factor θ², which gives

ρ_bulk ≈ (δ/t)^(1/2)/(4π²t).

For U = 0, long waves have a node just outside the crystal and are therefore weak in the first layers. This depends on U: for U = −t, where u = 1, the weight of layer 1 in equation (12) is (2/π) cos²(θ/2), and near the band bottom layer 1 has twice the bulk density. The layer law needs m²δ ≪ t. For δ = 0.01t it gives 1.689 × 10⁻⁵/t in layer 1, where the full integral gives 1.688 × 10⁻⁵/t. In layer 3 it is 1.6 % above the full value.

### The missing cusp at E = 2t

The bulk density falls with infinite slope just above E = 2t. At E = 2t + h, two regions of equation (13) change by an amount of order √h.

Near θ = 0 the argument of N₂ is 4t + h − tθ². It lies beyond the band edge for θ < √(h/t), where the value 1/(4πt) is lost. The change is −√(h/t)/(4π²t).

Near θ = π, with θ = π − q, the argument is h + tq², and N₂ has a logarithmic singularity at zero. Its coefficient follows from equation (10). Let v = b − y near the upper limit. For small ε, c − b = ε, and the integrand is approximately 1/[4t√(v(v + ε))], whose integral contains −ln(ε)/(4t). The lower limit contributes equally, so

N₂(ε) ≈ −ln|ε|/(2π²t) + constant.  (17)

The change from this region is

−[1/(2π³t)] ∫₀^∞ dq ln[1 + h/(tq²)] = −√(h/t)/(2π²t),

because integration by parts gives π√(h/t) for the integral. Together,

ρ_bulk(2t + h) − ρ_bulk(2t) ≈ −3√(h/t)/(4π²t).

For h = 10⁻⁴t, division by h gives a slope of −7.60/t², as the full integral does. In layer 1 the weight sin²θ vanishes quadratically at both ends. The terms of order √h then disappear, and what remains is linear in h with corrections of order h^(3/2). The computed slopes are −0.047/t² for h = 10⁻²t and −0.048/t² for h = 10⁻⁴t. The surface layer has no cusp there.

### How slowly deep layers approach the bulk

For U = 0, use 2 sin²(mθ) = 1 − cos(2mθ). The difference of equations (12) and (13) is

ρ_m − ρ_bulk = −(1/π) ∫₀^π dθ cos(2mθ) N₂(E + 2t cos θ).  (18)

For large m the cosine oscillates rapidly and picks out the singularities of N₂. If |E| < 2t, the argument stays inside the square-lattice band and passes through zero once, at an angle θ* with cos θ* = −E/(2t). There ln|ε| = ln t + ln|2(cos θ − cos θ*)|.

The needed Fourier coefficient follows from ln|2 sin(x/2)| = −Σ cos(nx)/n, the real part of the series for ln(1 − exp(ix)), with n running from 1. Since 2(cos θ − cos θ*) is −4 sin((θ + θ*)/2) sin((θ − θ*)/2),

ln|2(cos θ − cos θ*)| = −2 Σ cos(nθ) cos(nθ*)/n.

Its integral with cos(2mθ) from 0 to π is −π cos(2mθ*)/(2m). Combined with equations (17) and (18), this gives

ρ_m − ρ_bulk ≈ −cos(2mθ*)/(4π²mt),  |E| < 2t.  (19)

The corrections to equation (17) are of order ε ln|ε| or smoother. Their derivative is integrable, so one integration by parts shows that their contribution falls faster than 1/m. For |E| > 2t the zero of the argument leaves the range of integration and the edge of N₂ enters it, so equation (19) does not apply.

### Worked example

Consider first U = 0 and E = 0, where cos θ* = 0 and cos(2mθ*) = (−1)^m. Equation (19) predicts a difference of 1/(4π²) = 0.0253/t for layer 1. The full densities are 0.1671/t in layer 1 and 0.1427/t in the bulk, a difference of 0.0244/t, or 17 % of the bulk value. Layer 2 lies 0.0126/t below the bulk. In layer 10 the difference is −0.0025/t, or 1.8 % of the bulk density. At this energy, someone who needs each layer's density to 2 % of the bulk value should treat the first eight layers individually, since equation (19) gives 2.2 % of the bulk value for layer 8 and 1.97 % for layer 9. This count holds for an unbroadened spectrum at this energy only. With a Lorentzian broadening of half-width 0.1t, layer 10 differs by 0.7 % and five layers suffice. Near the band edges, where the bulk density is small, more layers are needed: without broadening, layer 10 differs by 3.8 % at E = 5t and by 6.3 % at E = 5.5t, and at E = 5t layer 17 still differs by more than 2 %.

At E = 5t the density is 0.0164/t in layer 1, 0.0343/t in layer 2 and 0.0290/t in the bulk. The surface layer is depleted towards the band edge, but the approach to the bulk is not monotonic.

Now let U = 2t, so that u = −2. Equation (7) places the surface state at 2t + t/2 = 2.5t above ε_k. Since ε_k runs from −4t to 4t, the surface band extends from −1.5t to 6.5t, beyond the bulk band top at 6t. The weight on layer 1 is 1 − 1/4 = 0.75, and each deeper layer has a quarter of the one before. At E = 6.25t, where the bulk density is zero, the first three layers have 0.0616, 0.0154 and 0.0039/t, in the same ratio.

With the Fermi level at E = 0 the bulk is half filled. For U = 0 layer 1 is half filled too, because equation (12) is then even in E. For U = 2t its filling is 0.203 per spin. Counting both spins, 2 × (0.5 − 0.203) = 0.59 electrons are missing from each atom of layer 1. The deeper layers return a small part of this (layer 2 has a filling of 0.515 per spin), and the deficit summed over the layers is 0.57 electrons per surface atom. Such a charge produces an electrostatic potential that contributes to the site energies. The model takes U as prescribed and contains no interaction, so it cannot say whether U = 2t is consistent with this charge. The numerical check tests equations (2) and (6) to (8) against direct matrix calculations, equations (11) to (13) against broadened slab spectra and energy moments for U = 0 and U = 2t, the filling of layer 1 (not those of deeper layers) against symmetry and a direct count, and the band-edge and deep-layer laws against the full integrals; for the cusp it tests only how the slope scales with h, and it does not run the recursion for L(j) and φ(j). The densities quoted above are evaluated from equations (12) and (13).

### What each derivation assumes

Both derivations assume independent electrons, conserved in-plane wave vector, one orthonormal orbital per site, and coupling between adjacent layers only. A random arrangement of surface atoms or an isolated step would mix different k and invalidate both as written.

The cleavage derivation assumes that the Green function of the infinite crystal is known, which here relied on translation symmetry normal to the surface. It also needs the complete difference between the cut and uncut crystals, confined to a few layers. In return, the separation of the halves is a result, and the surface appears as a change to the bulk. If hopping reached second-neighbour layers, more bonds would cross the cut and W would act on more layers.

The layer-by-layer derivation assumes the separation from the start, since it describes one half only. In place of the bulk Green function it uses the fact that an ideal half crystal without its first layer is the same half crystal. That condition leaves two roots, and the sign of Im S must be supplied to choose between them. Changed site energies in several surface layers are easily included, because they alter only the first steps of the recursion for L(j), while the embedding potential of the unchanged layers behind them stays the same. In the cleavage derivation the same change enlarges W and the set of equations to be solved together.

Computed results

```
hopping V = -1.0 t, bulk band from -6.0 to 6.0 t
U = 0: density of states in 1/t per site and spin
  E/t    layer1   layer2   layer3   layer4   bulk
  0.0   0.16707  0.13012  0.15109  0.13635  0.14267
  1.0   0.15516  0.14948  0.13474  0.14632  0.14316
  2.0   0.11918  0.13201  0.13625  0.13837  0.14470
  3.0   0.07981  0.06793  0.07390  0.07646  0.07378
  4.0   0.04505  0.04871  0.04820  0.04848  0.04838
  5.0   0.01644  0.03428  0.02917  0.02623  0.02901
  5.5   0.00589  0.01723  0.02301  0.02070  0.01911
second moment, bulk, U=0: 6.00000 t^2
second moment, layer 1, U=0: 5.00000 t^2
second moment, layer 2, U=0: 6.00000 t^2
height above band bottom: 0.01 t; densities in 1/t:
  layer 1: full 1.6883e-05, limiting law 1.6887e-05
  layer 2: full 6.7126e-05, limiting law 6.7547e-05
  layer 3: full 1.4953e-04, limiting law 1.5198e-04
  bulk: full 2.5362e-03, limiting law 2.5330e-03
difference quotient of the density just above E=2t, in 1/t^2:
  bulk, step 1e-02 t: -0.7575
  bulk, step 1e-04 t: -7.5969
  layer 1, step 1e-02 t: -0.0467
  layer 1, step 1e-04 t: -0.0481
layer minus bulk density at E=0, U=0, in 1/t:
  layer 1: full 0.024397, deep-layer law 0.025330
  layer 2: full -0.012556, deep-layer law -0.012665
  layer 3: full 0.008412, deep-layer law 0.008443
  layer 4: full -0.006320, deep-layer law -0.006333
  layer 10: full -0.002532, deep-layer law -0.002533
surface shift U = 2.0 t
surface state above eps_k: 2.5000 t
surface band: -1.50 to 6.50 t
state weight, layers 1-4: 0.75000 0.18750 0.04688 0.01172
density at E=0.0 t, layers 1-3, 1/t: 0.11420 0.15385 0.13605
density at E=6.25 t, layers 1-3, 1/t: 0.06162 0.01541 0.00385
bulk density at E=6.25 t: 0.00000 1/t
layer 1 filling per spin, E_F=0, U=0.0 t: 0.5000
layer 1 filling per spin, E_F=0, U=2.0 t: 0.2026
slab test: broadening 0.2 t, largest difference 2.7e-07 1/t
```
